# Two-phonon infrared absorption in silicon and diamond without Born charges

**Q:** Silicon and diamond have two identical atoms per cell. I see no one-phonon infrared line, yet I measure lattice absorption at higher frequency, where two phonons can share the photon's energy. If the Born charges are zero, what does the light couple to?

**A:** The absence of the line and the presence of the band concern different derivatives of the same dipole moment. I treat a perfect insulating crystal with electrons in their ground state, harmonic phonons, and light of negligible wave vector. Let $M_a$ be component $a$ of its dipole moment at zero macroscopic field, measured from equilibrium. For displacements $u$,

$$M_a=\sum_{i}Z_{a,i}u_i+\frac12\sum_{ii'}G^a_{ii'}u_iu_{i'}+\cdots .$$

Here $i$ stands for cell, atom and Cartesian direction. The first coefficient is the Born charge; the second is the second-order dipole.

Site symmetry makes the Born tensor of each atom a number: twofold rotations about the cubic axes remove its off-diagonal elements, and threefold rotations make the diagonal ones equal. Call the numbers $Z_A$ and $Z_B$. A rigid translation of the neutral crystal leaves $M$ unchanged, so $Z_A+Z_B=0$. Inversion about a bond centre turns a displacement $u$ of an A atom into $-u$ of a B atom, and $M$ into $-M$. Hence $-Z_Bu=-Z_Au$, or $Z_A=Z_B$. Both charges vanish.

None of this makes $G$ vanish. Symmetry restricts it without removing it.

**Q:** What does $G$ mean physically? A product of displacements is not much of a picture.

**A:** Differentiate once, using $G^a_{ii'}=G^a_{i'i}$:

$$\frac{\partial M_a}{\partial u_i}=\sum_{i'}G^a_{ii'}u_{i'} .$$

This is the Born charge of an atom in a crystal that is already distorted. One phonon lowers the symmetry around the atoms and gives them charges; a second phonon moves those charges. That is the Lax-Burstein mechanism. The roles are symmetric, since either phonon may be regarded as the one that induces the charge.

A polar crystal has another route: the photon drives a dipole-active phonon virtually, and cubic anharmonicity splits it into two. That amplitude is proportional to the Born charge, so it is absent here.

**Q:** Can you show a charge being induced, in something concrete enough to calculate?

**A:** Take a model in which charge flows along a bond when the surroundings of its two ends differ. Let $S_i$ be the summed elongation of the four bonds at atom $i$, and let charge $\lambda(S_A-S_B)$ pass from A to B on each bond:

$$M=\lambda\sum_{\rm bonds}(S_A-S_B)(\mathbf r_B-\mathbf r_A).$$

Collect the terms containing a given $S_i$. For an A atom they multiply the bond vectors leaving it. For a B atom the minus sign reverses $\mathbf r_B-\mathbf r_A$, which again gives the vectors leaving it. With $\mathbf V_i$ the sum of bond vectors leaving atom $i$,

$$M=\lambda\sum_iS_i\mathbf V_i .$$

At equilibrium $S_i=0$, and $\mathbf V_i=0$ because the four tetrahedral bonds cancel. A product of two quantities that both start at first order has no linear term. The Born charge is zero and the quadratic dipole survives.

Now move one B neighbour of an A atom outward by $\epsilon$ along their bond, whose unit vector from A to B is $\mathbf n$, and find the charge of A to first order in $\epsilon$:

$$Z_{ab}=\lambda\sum_i\left(S_i\frac{\partial V_{i,a}}{\partial u_{A,b}}+V_{i,a}\frac{\partial S_i}{\partial u_{A,b}}\right).$$

For $i=A$, $S_A=\epsilon$ and $\partial V_{A,a}/\partial u_{A,b}=-4\delta_{ab}$, since a displacement of A is subtracted from each of the four vectors leaving it. Its second term is of higher order, because $\partial S_A/\partial\mathbf u_A=-\sum_s\mathbf n_s=0$ at equilibrium. For the displaced B, $\mathbf V_B=-4\epsilon\mathbf n$ and $\partial S_B/\partial u_{A,b}=-n_b$, while $S_B=0$ to this order. The other neighbours of A have $S=0$ and $\mathbf V=0$. Therefore

$$Z_{ab}=-4\lambda\epsilon(\delta_{ab}-n_an_b).$$

With $\lambda=0.3\,e$/Å and $\epsilon=0.05$ Å, the charge across the bond is $-4(0.3)(0.05)=-0.060\,e$, and along the bond it is zero. Direct differentiation of the nonlinear dipole gives $-0.0596\,e$ and $0.0004\,e$; the small differences are beyond first order in $\epsilon$. In the undistorted crystal the same differentiation gives zero within numerical error.

**Q:** Fine, two displacements produce a dipole. Which pairs of phonons may they belong to?

**A:** First translation symmetry. Let $\mathbf R_l$ be the position of cell $l$, $N$ the number of cells, and

$$u_{\kappa b}(l)=\frac1{\sqrt N}\sum_{\mathbf q}w_{\kappa b}(\mathbf q)e^{i\mathbf q\cdot\mathbf R_l},\qquad w(-\mathbf q)=w(\mathbf q)^* .$$

Atom $\kappa$ is A or B, so $w$ has six components. The coefficients $G^a$ depend on the cells only through their separation $\mathbf h$. Write the first displacement in $M$ as its own complex conjugate. The sum over cells at fixed $\mathbf h$ is then $\sum_le^{i(\mathbf q'-\mathbf q)\cdot\mathbf R_l}=N\delta_{\mathbf q\mathbf q'}$, and

$$M_a=\frac12\sum_{\mathbf q}w^\dagger(\mathbf q)G^a(\mathbf q)w(\mathbf q),\qquad G^a(\mathbf q)=\sum_{\mathbf h}G^a(\mathbf h)e^{i\mathbf q\cdot\mathbf h}.$$

The real coefficients are symmetric under exchange of the two displacements, so $G^a(\mathbf q)$ is hermitian, and $G^a(-\mathbf q)=G^a(\mathbf q)^*$. The two phonons created have opposite wave vectors, as a photon of negligible momentum requires.

Let $D(\mathbf q)$ be the force-constant matrix, with

$$D(\mathbf q)e_j(\mathbf q)=m\omega_j^2e_j(\mathbf q),\qquad e_j^\dagger e_{j'}=\delta_{jj'},$$

where $m$ is the atomic mass. The coupling of branches $j$ and $j'$ is $m^a_{jj'}=e_j^\dagger G^ae_{j'}$; the indices distinguish it from the mass.

**Q:** I would have expected $j=j'$ to be the simplest case: two copies of the same phonon. Why should that element vanish?

**A:** Because of inversion about a bond centre. It takes atom A in cell $l$ to atom B in cell $-l$, and reverses displacements. Let $P$ exchange the A and B components. The energy is unchanged and the dipole changes sign. The two sign changes of the displacements cancel in a quadratic form, so the real-space coefficients obey

$$P D(-\mathbf h)P=D(\mathbf h),\qquad P G^a(-\mathbf h)P=-G^a(\mathbf h).$$

Fourier transformation, together with reality, gives

$$P D(\mathbf q)P=D(\mathbf q)^*,\qquad P G^a(\mathbf q)P=-G^a(\mathbf q)^* .$$

Now conjugate the eigenvalue equation: $D^*e_j^*=m\omega_j^2e_j^*$. Replace $D^*$ by $PDP$ and multiply by $P$, using $P^2=1$:

$$D(Pe_j^*)=m\omega_j^2(Pe_j^*).$$

If the branch is nondegenerate, $Pe_j^*=e^{i\theta}e_j$. Multiplying $e_j$ by $e^{i\theta/2}$ removes the phase, so we may choose $Pe_j^*=e_j$, or equally $e_j^*=Pe_j$. Then

$$(m^a_{jj'})^*=e_j^TG^{a*}e_{j'}^*=(e_j^\dagger P)(-PG^aP)(Pe_{j'})=-m^a_{jj'} .$$

The element is imaginary. Hermiticity adds $m^a_{j'j}=(m^a_{jj'})^*=-m^a_{jj'}$. The matrix is antisymmetric, and its diagonal vanishes:

$$m^a_{jj}=0 .$$

This holds at every $\mathbf q$ where the branch is nondegenerate. A diagonal element does not depend on the phase of $e_j$, so the result is not tied to the phase choice.

**Q:** Is there a way to see this without matrices?

**A:** Use the parity of the final state. With $e_j(-\mathbf q)=e_j(\mathbf q)^*$ and the phases above, inversion takes a phonon $(\mathbf q,j)$ to $(-\mathbf q,j)$ with a factor $-1$. The pair $(\mathbf q,j)+(-\mathbf q,j)$ returns to itself with factor $(-1)^2=1$. It is even, as is the phonon vacuum, and the odd dipole operator cannot connect two even states.

For two different branches, inversion exchanges the distinct states

$$|1\rangle=|\mathbf q,j;-\mathbf q,j'\rangle,\qquad |2\rangle=|-\mathbf q,j;\mathbf q,j'\rangle .$$

Their difference $|1\rangle-|2\rangle$ is odd, so inversion permits the dipole to reach it. Other symmetries may still forbid it at special wave vectors.

**Q:** Transverse branches are degenerate along some directions. Does your proof still cover "one branch" there?

**A:** Only in part. Within a degenerate pair one can still choose orthonormal vectors with $Pe^*=e$, but the off-diagonal element between them is then not excluded by inversion. Inversion says that the $2\times2$ block is antisymmetric, with a single number $c_a=m^a_{12}$ for each dipole direction.

Along [111] the remaining symmetry removes it. Choose $e_1$ even and $e_2$ odd under a mirror plane containing the axis. The dipole component along the axis is even under that mirror and cannot connect them. For the two perpendicular components, rotate by $120^\circ$ about the axis through the bond. The transverse pair undergoes a real rotation of determinant one, which leaves an antisymmetric $2\times2$ block unchanged. The vector $(c_x,c_y)$ perpendicular to the axis must itself turn by $120^\circ$, yet stay the same. It is zero.

The tests also find vanishing equal-frequency blocks halfway along [100] and at the zone-boundary points X and L. At W the computed block vanishes as well. The argument above covers L, which lies on the [111] axis. I have given no symmetry argument for [100], X or W, so I claim those results only for this model.

At $\mathbf q=0$ the optical triplet has $w_B=-w_A$, so $Pe=-e$, while $G^a(0)$ is real and satisfies $PG^aP=-G^a$. Hence $e^\dagger G^ae'=e^\dagger PG^aPe'=-e^\dagger G^ae'=0$ for any two members of the triplet. Two zone-centre optical phonons give no second-order dipole.

**Q:** How do I get from these matrix elements to an absorption coefficient?

**A:** Quantize the amplitudes:

$$w(\mathbf q)=\sum_j\sqrt{\frac{\hbar}{2m\omega_j}}\,e_j(\mathbf q)\left(a_{\mathbf qj}+a^\dagger_{-\mathbf qj}\right).$$

Insert this in $M_a$. The state $(\mathbf q,j)+(-\mathbf q,j')$ arises from two terms of the sum, one labelled $(\mathbf q,j,j')$ and the other $(-\mathbf q,j',j)$. They are equal, because $m^a_{j'j}(-\mathbf q)=m^a_{j'j}(\mathbf q)^*=m^a_{jj'}(\mathbf q)$. Their sum cancels the prefactor $\frac12$, leaving the amplitude

$$B^a_{jj'}=\frac{\hbar}{2m\sqrt{\omega_j\omega_{j'}}}\,m^a_{jj'} .$$

For a field $E_0\cos\omega t$, the perturbation is $-ME_0\cos\omega t$. The golden rule gives an absorbed power

$$\hbar\omega\,\frac{2\pi}{\hbar^2}\frac{E_0^2}{4}|B|^2\delta(\omega-\Omega)$$

for a transition of frequency $\Omega$. In terms of the lattice susceptibility $\chi$ the power in volume $V$ is $\frac12\epsilon_0V\omega\,{\rm Im}\chi\,E_0^2$. Equating the two, each transition contributes $(\pi/\epsilon_0V\hbar)|B|^2\delta(\omega-\Omega)$.

At temperature $T$ the reverse process must be subtracted. With Bose occupations $n_j$, creation of two phonons carries

$$(1+n_j)(1+n_{j'})-n_jn_{j'}=1+n_j+n_{j'} .$$

Thus

$${\rm Im}\chi_{\rm sum}=\frac{\pi}{\epsilon_0V\hbar}\,\frac12\sum_{\mathbf qjj'}|B_{jj'}|^2(1+n_j+n_{j'})\,\delta(\omega-\omega_j-\omega_{j'}).$$

The $\frac12$ is there because the ordered sum lists each pair twice.

The same dipole can destroy phonon $j$ and create $j'$ at the same $\mathbf q$, with the same $|B|$. Its net factor is $n_j(1+n_{j'})-n_{j'}(1+n_j)=n_j-n_{j'}$, and it absorbs at $\omega_{j'}-\omega_j>0$:

$${\rm Im}\chi_{\rm diff}=\frac{\pi}{\epsilon_0V\hbar}\sum_{\mathbf q}\sum_{\omega_{j'}>\omega_j}|B_{jj'}|^2(n_j-n_{j'})\,\delta(\omega-\omega_{j'}+\omega_j).$$

For weak absorption and a constant background refractive index $n_r$, the intensity decays with coefficient $\omega\,{\rm Im}\chi/(n_rc)$.

**Q:** Then temperature should tell me which process I am seeing.

**A:** Yes, if you cool the sample. As $T\to0$ the difference processes freeze out, while the sum factor tends to one. When $k_BT$ is large compared with both phonon energies, $n_j\simeq k_BT/\hbar\omega_j$, and both contributions grow linearly with $T$, as long as the frequencies and $G$ can be held fixed. In that limit the temperature dependence no longer separates them.

There is also a check on the amplitudes $B$, the counting factor $\frac12$ and the thermal factors. It does not test the conversion factors $\pi/\epsilon_0V\hbar$ and $\omega/(n_rc)$, which rest on the derivation above. The variance of $M$ contains the sum, not the difference, of forward and reverse weights. For a pair with $x=\hbar\omega_j/k_BT$ and $x'=\hbar\omega_{j'}/k_BT$, use $(1+n)/n=e^x$:

$$\frac{(1+n_j)(1+n_{j'})+n_jn_{j'}}{(1+n_j)(1+n_{j'})-n_jn_{j'}}=\frac{e^{x+x'}+1}{e^{x+x'}-1}=\coth\frac{x+x'}2 .$$

Difference processes obey the corresponding relation with $x'-x$. The spectrum weighted by this factor must therefore reproduce the variance of $M$. In a 54-atom cell, the variance computed directly from real-space displacements agrees to $1.5\times10^{-6}$, relative to that variance, over the temperatures tested.

**Q:** Give me numbers. What lattice did you use?

**A:** A diamond lattice with round parameters, not fitted to silicon or diamond. The energy is of Keating form,

$$E=\frac{3\alpha}{8d^2}\sum_{\rm bonds}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\left(\mathbf r_s\cdot\mathbf r_t+\frac{d^2}{3}\right)^2,$$

where $\mathbf r_s$ and $\mathbf r_t$ are two bond vectors at one atom. I take $\alpha=50$ N/m, $\beta=15$ N/m, $d=2.4$ Å, $m=30$ u, $\lambda=0.3\,e$/Å and $n_r=3.5$.

The zone-centre frequency sets the scale. Shift the sublattices by a relative vector $\boldsymbol\Delta$. Since $\sum_s(\mathbf n_s\cdot\boldsymbol\Delta)^2=\frac43\Delta^2$, the bonds cost $\frac{3\alpha}{2}\cdot\frac43\Delta^2=2\alpha\Delta^2$ per cell. For the angles, $\sum_s\mathbf n_s=0$ gives

$$\sum_{s<t}\left[(\mathbf n_s+\mathbf n_t)\cdot\boldsymbol\Delta\right]^2=\left(3\cdot\frac43-\frac43\right)\Delta^2=\frac83\Delta^2 ,$$

so they cost $\frac{3\beta}{8}\cdot\frac83\Delta^2=\beta\Delta^2$ per atom, or $2\beta\Delta^2$ per cell. With reduced mass $m/2$, $\frac14m\omega^2\Delta^2=2(\alpha+\beta)\Delta^2$, hence $\omega^2=8(\alpha+\beta)/m$. This is $542$ cm$^{-1}$ in wavenumber.

At one general $\mathbf q$ the six branches lie at 163.5, 196.7, 264.9, 498.3, 516.0 and 520.2 cm$^{-1}$. The diagonal dipole elements vanish, but the element between branches 4 and 6 has magnitude $3.33\,e$/Å, combining the three dipole directions. For this pair

$$\frac{\hbar}{2m\sqrt{\omega_4\omega_6}}\simeq1.10\times10^{-3}\ \text{Å}^2,$$

$$|B_{46}|\simeq3.33\times1.10\times10^{-3}=3.7\times10^{-3}\,e\,\text{Å}.$$

The forbidden element is a cancellation between sublattices. For branch 4, the $x$ component receives $+0.0651\,e$/Å from the A atoms and $-0.0651\,e$/Å from the B atoms.

**Q:** But I do see absorption close to twice an optical frequency. Does that not contradict the rule?

**A:** No. In the example, branches 4 and 6 absorb together at $498.3+520.2=1018.5$ cm$^{-1}$. The forbidden overtones of the two would lie at 996.6 and 1040.4 cm$^{-1}$, on either side. Position alone does not distinguish an overtone from a combination of two nearby optical branches.

Over the whole zone, pairs 4+5 and 4+6 supply $23.5+21.1=44.6$ percent of the sum absorption at 300 K. The coefficient averaged over 900–1000 cm$^{-1}$ is 12.9 cm$^{-1}$, the largest of the 100 cm$^{-1}$ intervals.

That interval also shows the thermal factor. Its absorption rises from 10.5 cm$^{-1}$ at 10 K to 12.9 cm$^{-1}$ at 300 K, a ratio of 1.23. Two equal phonons of 475 cm$^{-1}$ have $n\simeq0.114$ at 300 K, so $1+2n\simeq1.23$ as well.

Difference processes dominate at low frequency: between 100 and 200 cm$^{-1}$ they give 0.384 cm$^{-1}$ at 300 K, against 0.001 cm$^{-1}$ from sums. At 10 K the total there is only 0.0002 cm$^{-1}$. The numerical output gives the other intervals. The magnitudes scale as $\lambda^2$. The branch shares and the position of the strongest interval do not depend on $\lambda$, but they do depend on the model dipole and forces. None of these numbers predicts the absorption of a real crystal.

**Q:** How do you know that inversion forbids the overtones, rather than the zero Born charge itself?

**A:** Separate the two. Keep the masses and forces, but give the sublattices different charge-transfer coefficients:

$$M=\sum_i\lambda_iS_i\mathbf V_i,\qquad \lambda_B=0.8\lambda_A .$$

Both $S_i$ and $\mathbf V_i$ still vanish at equilibrium, so the Born charges remain zero. The dipole no longer reverses under inversion, however, and the sublattice contributions to $m_{jj}$ no longer cancel. Overtones then supply 0.35 percent of the sum absorption at 300 K. With equal coefficients their share is zero within rounding error. Zero Born charge is therefore not sufficient to forbid them.

**Q:** What could I do to a real sample to break the rule?

**A:** Uniform strain will not do it. Strain is even under inversion, so the bond centres remain inversion centres. The overtone proof still applies, and even the Born tensors stay zero, because inversion still makes them equal and neutrality still makes their sum vanish.

A static electric field is odd under inversion and removes the protection. It permits a Born charge and a diagonal second-order element, both starting in general at first order in the field. Defects can also remove the inversion centre, and without lattice periodicity the pairing of $\mathbf q$ with $-\mathbf q$ is no longer strict. In such samples, absorption at an overtone frequency need not come from the mechanism of the perfect crystal.

## Calculated quantities

```
Keating alpha, beta = 50, 15 N/m; mass = 30 u
bond length = 2.4 angstrom; lam = 0.3 e/angstrom; index = 3.5
zone-centre optical wavenumber = 542.4 cm^-1
largest Born charge, perfect crystal = 5.0e-09 e
neighbour moved 0.05 angstrom: charge along bond = 0.0004 e
neighbour moved 0.05 angstrom: charge across bond = -0.0596 e
general q, q.a_s/(2 pi) = [0.11 0.23 0.37]
branch wavenumbers (cm^-1): [163.5 196.7 264.9 498.3 516.  520.2]
dipole matrix |m_jj'| (e/angstrom), rows j = 1..6:
   0.0000  0.1561  0.6820  0.4648  0.0789  0.1594
   0.1561  0.0000  0.4989  1.3588  0.5271  0.5856
   0.6820  0.4989  0.0000  0.7517  0.3315  0.4010
   0.4648  1.3588  0.7517  0.0000  3.0132  3.3342
   0.0789  0.5271  0.3315  3.0132  0.0000  1.1356
   0.1594  0.5856  0.4010  3.3342  1.1356  0.0000
m_jj, x part, from A (e/angstrom): 0.0016 -0.0041 0.0376 0.0651 0.0139 -0.0218
m_jj, x part, from B (e/angstrom): -0.0016 0.0041 -0.0376 -0.0651 -0.0139 0.0218
norms (e/angstrom): equal-frequency blocks / whole matrix
  Delta  4.85e-14 / 6.7882
  Lambda 9.31e-15 / 6.3498
  X      7.26e-18 / 7.8384
  L      2.73e-14 / 8.3138
  W      4.13e-15 / 7.8384
absorption (cm^-1): bin, sum 300 K, difference 300 K, total 10 K
     0- 100 cm^-1: 0.0000 0.0779 0.0000
   100- 200 cm^-1: 0.0009 0.3841 0.0002
   200- 300 cm^-1: 0.0161 0.2752 0.0048
   300- 400 cm^-1: 0.1510 0.1564 0.0599
   400- 500 cm^-1: 0.8076 0.0307 0.3897
   500- 600 cm^-1: 2.9295 0.0002 1.6363
   600- 700 cm^-1: 7.4743 0.0000 4.5700
   700- 800 cm^-1: 5.9801 0.0000 4.0279
   800- 900 cm^-1: 4.9940 0.0000 3.8058
   900-1000 cm^-1: 12.9254 0.0000 10.4699
  1000-1100 cm^-1: 4.2965 0.0000 3.6210
integrated absorption, 300 K = 4050.0 cm^-2 (coarse mesh 4050.0)
largest shares of sum absorption, 300 K (percent):
  branches 4+5: 23.5
  branches 4+6: 21.1
  branches 2+4: 13.1
  branches 1+3: 11.6
  branches 3+4: 6.8
  branches 2+3: 6.5
overtone share, equal lam = 1.6e-29 (fraction)
overtone share, lam_B = 0.8 lam_A: 3.48e-03 (fraction)
fluctuation-dissipation mismatch = 1.5e-06 (relative)
```
